# Steady temperature profile of Lévy flights between two heat baths

Anyone who wants a conductivity for a layer in which the energy carriers make very long jumps must decide where to read the temperature gradient before dividing the heat flux by it. In ordinary diffusion with a constant conductivity the choice does not matter, because the steady profile between two baths is a straight line. For Lévy flights it does matter. In the example worked below, the gradient at the centre is 0.835 of the bath difference divided by the thickness, so a conductivity taken from the central gradient is larger by a factor of about 1.20 than one taken from the bath difference. The same calculation must also decide how to place its mesh points, since the gradient grows without limit towards the baths. Both decisions rest on the shape of the steady profile, which can be found in closed form.

Let the layer occupy $-1<x<1$, so that lengths are measured in units of the half-thickness. A carrier at $x$ jumps to $y$ with a rate per unit length of landing region equal to $C|x-y|^{-1-\mu}$, with $0<\mu<2$. Jumps to the left and right are equally likely, and the rates do not depend on temperature. The heat capacity per length and the fractional diffusion coefficient are set to one. All points $x\le-1$ are held at temperature $T_L$ and all points $x\ge1$ at $T_R$; a carrier that lands outside the layer is absorbed by the bath there, and the baths send carriers back at the same rates. With

$$u=\frac{T-T_L}{T_R-T_L},$$

the exterior values are $u=0$ on the left and $u=1$ on the right. Arrivals minus departures at $x$ give the rate of change of $u$,

$$Lu(x)=C\,\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{u(y)-u(x)}{|y-x|^{1+\mu}}\,dy ,$$

where PV means that $|y-x|<\varepsilon$ is left out and $\varepsilon\to0$ afterwards. The steady state obeys $Lu=0$ inside the layer.

The constant $C$ is fixed by requiring that $L$ multiply a plane wave $e^{ikx}$ by $-|k|^\mu$, which becomes the usual $-k^2$ as $\mu\to2$. Pairing jumps of length $z$ to the right and left, and rescaling $z$ by $|k|$, turns this into

$$2C\int_0^\infty\frac{1-\cos z}{z^{1+\mu}}\,dz=1 .$$

To evaluate the integral, write $z^{-1-\mu}=\Gamma(1+\mu)^{-1}\int_0^\infty s^\mu e^{-sz}ds$. The $z$ integral is then

$$\int_0^\infty(1-\cos z)e^{-sz}dz=\frac1s-\frac{s}{1+s^2}=\frac{1}{s(1+s^2)} .$$

What remains is $\int_0^\infty s^{\mu-1}(1+s^2)^{-1}ds$. With $r=s^2$ it equals half of the standard integral

$$\int_0^\infty\frac{r^{b-1}}{1+r}\,dr=\frac{\pi}{\sin\pi b},\qquad 0<b<1,$$

taken at $b=\mu/2$. Hence $2C\,\pi/[2\Gamma(1+\mu)\sin(\pi\mu/2)]=1$, or

$$C=\frac{\Gamma(1+\mu)\sin(\pi\mu/2)}{\pi}.$$

The exterior values are constant, so it pays to rewrite the steady condition in terms of the slope $g=u'$, which vanishes outside the layer. Suppose that $u$ is smooth inside, continuous at $\pm1$, and has an integrable slope. Integration by parts on the right of $x$ gives

$$\int_{x+\varepsilon}^{\infty}\frac{u(y)-u(x)}{(y-x)^{1+\mu}}dy=\frac{u(x+\varepsilon)-u(x)}{\mu\,\varepsilon^\mu}+\frac1\mu\int_{x+\varepsilon}^{\infty}\frac{g(y)}{(y-x)^{\mu}}dy ,$$

and on the left

$$\int_{-\infty}^{x-\varepsilon}\frac{u(y)-u(x)}{(x-y)^{1+\mu}}dy=\frac{u(x-\varepsilon)-u(x)}{\mu\,\varepsilon^\mu}-\frac1\mu\int_{-\infty}^{x-\varepsilon}\frac{g(y)}{(x-y)^{\mu}}dy .$$

The terms at infinity vanish because $u$ is bounded. The two terms at the cut add up to $[u(x+\varepsilon)+u(x-\varepsilon)-2u(x)]/(\mu\varepsilon^\mu)$. The bracket is of order $\varepsilon^2$, so their sum is of order $\varepsilon^{2-\mu}$ and disappears. Therefore

$$Lu(x)=\frac C\mu\,\mathrm{PV}\!\int_{-1}^{1}g(y)\,\frac{\mathrm{sgn}(y-x)}{|y-x|^{\mu}}\,dy .$$

The steady state thus requires the slope on the right of each point to balance the slope on its left, weighted by distance to the power $-\mu$. At the centre any even $g$ achieves this. To have the balance at every $x$, one looks for a $g$ that keeps its form when the interval is mapped onto itself with $x$ carried to the centre. The map

$$y=\frac{x-t}{1-xt}$$

does this: $t=0$ corresponds to $y=x$, $t=-1$ to $y=1$, and $t=1$ to $y=-1$. Direct algebra gives

$$1-y^2=\frac{(1-xt)^2-(x-t)^2}{(1-xt)^2}=\frac{(1-x^2)(1-t^2)}{(1-xt)^2},$$

$$y-x=-\frac{t(1-x^2)}{1-xt},\qquad \frac{dy}{dt}=-\frac{1-x^2}{(1-xt)^2}.$$

Now try $g\propto(1-y^2)^p$. The factor $1-xt$ enters the balance integral with the power $-2p$ from $g$, $+\mu$ from the distance, and $-2$ from $dy$. These cancel when $-2p+\mu-2=0$, that is, when

$$p=\frac\mu2-1 .$$

For this $p$ the powers of $1-x^2$ add up to $(\mu/2-1)-\mu+1=-\mu/2$. Since $\mathrm{sgn}(y-x)=-\mathrm{sgn}\,t$, and the minus sign of $dy/dt$ is used up in restoring the order of the limits,

$$\mathrm{PV}\!\int_{-1}^{1}(1-y^2)^{\mu/2-1}\frac{\mathrm{sgn}(y-x)}{|y-x|^\mu}dy=-(1-x^2)^{-\mu/2}\,\mathrm{PV}\!\int_{-1}^{1}(1-t^2)^{\mu/2-1}\frac{\mathrm{sgn}\,t}{|t|^{\mu}}dt=0 .$$

The last integral vanishes because its integrand is odd.

One point needs care when $\mu\ge1$, where the integrand is too singular at $t=0$ to be integrated without the symmetric cut. The points $y-x=\pm\varepsilon$ lie at distances $\varepsilon/(1-x^2\mp x\varepsilon)$ from $t=0$, so the cut in $t$ is not quite symmetric. The mismatch has a width of order $\varepsilon^2$, and the integrand there is of order $\varepsilon^{-\mu}$. The error is of order $\varepsilon^{2-\mu}$ and vanishes for $\mu<2$.

The total rise of $u$ must be one. With $w=y^2$,

$$\int_{-1}^{1}(1-y^2)^{\mu/2-1}dy=\int_0^1w^{-1/2}(1-w)^{\mu/2-1}dw=B\!\left(\tfrac12,\tfrac\mu2\right),$$

where $B$ is the beta function. In the original temperatures the slope is

$$\boxed{\,T'(x)=\frac{T_R-T_L}{B(1/2,\mu/2)}\,(1-x^2)^{\mu/2-1}\,},\qquad |x|<1 .$$

The exponent exceeds $-1$, so the slope is integrable and $u$ is continuous at the baths, as was assumed. Integrating from the left end with $z=(1+y)/2$, for which $1-y^2=4z(1-z)$, gives the profile as a ratio of two integrals of the same function:

$$u(x)=\frac{\int_0^{(1+x)/2}[z(1-z)]^{\mu/2-1}dz}{\int_0^{1}[z(1-z)]^{\mu/2-1}dz}.$$

No other continuous profile, twice differentiable inside, has these exterior values. The difference $v$ of two such profiles is continuous, vanishes outside, and obeys $Lv=0$ inside. If $v$ were positive anywhere, it would have a positive maximum at some interior $x_0$. Then $v(y)-v(x_0)\le0$ for every $y$, and it equals $-v(x_0)<0$ throughout both baths, so $Lv(x_0)<0$, a contradiction. A negative minimum is excluded in the same way.

Continuity is a real condition here. The operator $L$ is unchanged by a shift of the origin, so differentiating $Lu=0$ inside the layer gives $L(u')=0$. The function $(1-x^2)^{\mu/2-1}$, set to zero outside, therefore satisfies the steady equation with zero bath temperatures, and any multiple of it could be added to the profile if infinite temperatures at the contacts were admitted. A numerical basis that contains such a function needs a separate condition to exclude it.

Three values of the index show what the formula contains. As $\mu\to2$ the exponent goes to zero and $B(1/2,1)=2$, so the slope becomes $1/2$ everywhere, the straight line of ordinary diffusion. At $\mu=1$ one has $B(1/2,1/2)=\pi$, and

$$u(x)=\frac12+\frac{\arcsin x}{\pi}.$$

As $\mu\to0$ the beta function grows as $2/\mu$, the slope at any fixed interior point tends to zero, and $u$ tends to $1/2$ there: jumps are then so long that a carrier reaches either bath with nearly equal probability, whatever its starting point.

Near the left bath, let $d=1+x$ be small. Then $1-x^2\approx2d$, and integration of the slope gives

$$u\approx\frac{2^{\mu/2}}{\mu\,B(1/2,\mu/2)}\,d^{\mu/2}.$$

The right end is its mirror image. The temperature has no jump at the contact, but its gradient diverges. On a uniform mesh of spacing $h$ the first cell contains a temperature rise proportional to $h^{\mu/2}$, which shrinks more slowly than $h$. If equal temperature steps per cell are wanted near the contact, the $j$th mesh point should lie at a distance proportional to $j^{2/\mu}$.

The heat flux cannot be read off from the local slope, because jumps of every length contribute. Take $T_R>T_L$, so that energy flows to the left, and let $J$ be the size of the flux per unit bath difference. Counting all exchanges between points $y<x$ and points $z>x$,

$$J=C\int_{-\infty}^{x}\!dy\int_x^\infty\!dz\,\frac{u(z)-u(y)}{(z-y)^{1+\mu}} .$$

Insert $u(z)-u(y)=\int_y^zg(w)\,dw$ and do the $w$ integral last. For given $w$ the limits are $y<m$ and $z>M$, where $m$ and $M$ are the smaller and larger of $x$ and $w$. Then

$$\int_{-\infty}^{m}\!dy\int_M^\infty\!\frac{dz}{(z-y)^{1+\mu}}=\frac1\mu\int_{-\infty}^{m}\frac{dy}{(M-y)^\mu}=\frac{|x-w|^{1-\mu}}{\mu(\mu-1)},$$

provided that $\mu>1$. For $\mu\le1$ the integral diverges: baths that fill whole half-lines exchange an infinite flux by jumps over the layer. The profile remains valid, since its equation contains just the balance at interior points. For $1<\mu<2$,

$$J=\frac{C}{\mu(\mu-1)B(1/2,\mu/2)}\,P(x),\qquad P(x)=\int_{-1}^{1}\frac{(1-y^2)^{\mu/2-1}}{|x-y|^{\mu-1}}\,dy .$$

The same map evaluates $P$. The powers of $1-x^2$ are now $(\mu/2-1)+(1-\mu)+1=1-\mu/2$, and those of $1-xt$ are $(2-\mu)+(\mu-1)-2=-1$. Adding the contributions of $t$ and $-t$ through $1/(1-xt)+1/(1+xt)=2/(1-x^2t^2)$ gives

$$P=(1-x^2)^{1-\mu/2}\int_0^1\frac{2\,t^{1-\mu}(1-t^2)^{\mu/2-1}}{1-x^2t^2}\,dt .$$

Put $t^2=r/(1+r)$. Then $1-t^2=1/(1+r)$, $2t\,dt=dr/(1+r)^2$, and $1-x^2t^2=[1+(1-x^2)r]/(1+r)$. The powers of $1+r$ are $1-\mu/2$, $\mu/2$, $-2$ and $1$, which add up to zero, so

$$P=(1-x^2)^{1-\mu/2}\int_0^\infty\frac{r^{-\mu/2}}{1+(1-x^2)r}\,dr=\int_0^\infty\frac{q^{-\mu/2}}{1+q}\,dq=\frac{\pi}{\sin(\pi\mu/2)},$$

where $q=(1-x^2)r$ and the standard integral was used with $b=1-\mu/2$. The result does not depend on $x$, as energy conservation demands. With the value of $C$ and $\Gamma(1+\mu)=\mu(\mu-1)\Gamma(\mu-1)$,

$$J=\frac{\Gamma(\mu-1)}{B(1/2,\mu/2)} .$$

At $\mu\to2$ this is $1/2$, the Fourier value for a layer of thickness 2. For half-thickness $a$, heat capacity per length $c$ and fractional diffusion coefficient $D$, whose unit is length$^\mu$ per time, the flux is $cD\,|T_R-T_L|\,a^{1-\mu}J$. Multiplying by the thickness $2a$ and dividing by the bath difference gives the apparent conductivity $2cD\,a^{2-\mu}J$, which grows with thickness.

Take $\mu=1.5$, a round model value, and keep the units in which half-thickness, bath difference, $c$ and $D$ are one. Then $p=-0.25$ and $B(1/2,0.75)=2.39628$. The slopes at the centre, halfway to the right bath, and close to it are

$$u'(0)=\frac1{2.39628}=0.4173,\qquad u'(0.5)=\frac{0.75^{-0.25}}{2.39628}=0.4484,\qquad u'(0.9)=\frac{0.19^{-0.25}}{2.39628}=0.6321 .$$

The first, divided by the mean slope 0.5, is the factor 0.835 quoted at the start. Numerical evaluation of the profile gives $u(0.5)=0.7135$ and $u(0.9)=0.9163$, against 0.75 and 0.95 on the straight line. The last twentieth of the thickness thus holds 0.084 of the bath difference instead of 0.05.

For the flux, $J=\Gamma(0.5)/2.39628=0.7397$. Part of it never touches the layer. Jumps from one bath directly into the other are counted by the double integral above with $m=-1$ and $M=1$, and with $C=0.29921$ they carry

$$\frac{C\,2^{1-\mu}}{\mu(\mu-1)}=\frac{0.29921\times0.70711}{0.75}=0.2821 ,$$

which is 38 % of the total. Doubling the thickness at fixed bath temperatures multiplies the flux by $2^{-0.5}=0.707$ and the apparent conductivity by $2^{0.5}=1.414$.

The ideal law has no shortest jump, no longest jump, and contacts that accept every arrival. A chain of discrete sites shows what each of these idealizations is worth. Let the rate for a jump over $m$ sites be

$$w_m=C\,\frac{\Gamma(m-\mu/2)}{\Gamma(m+1+\mu/2)},$$

which approaches $Cm^{-1-\mu}$ for large $m$. With 799 sites between the baths the spacing, and so the shortest jump, is 0.0025 half-thicknesses. Solving the linear balance equations of the sites for $\mu=1.5$ gives $u(0.5)=0.7136$ and $u(0.9)=0.9165$, within 0.0002 of the ideal profile at these two points. This close agreement belongs to the chosen rates, which exceed $Cm^{-1-\mu}$ over the first few sites and so make up for the missing shorter jumps. With the plain rates $Cm^{-1-\mu}$ on the same sites the two temperatures are 0.7117 and 0.9136, lower than the ideal ones by about 0.002 and 0.003. If the jumps shorter than 0.0025 are simply deleted from a chain with a four times smaller spacing, they are 0.7109 and 0.9121, lower by about 0.003 and 0.004.

The other two idealizations matter more for the changes tried here. If jumps longer than the half-thickness are forbidden, with all other rates unchanged, $u(0.5)$ rises to 0.732, about half of the way to the straight line. If instead half of the jumps between the layer and the baths are refused, in both directions, and the carrier stays where it was, $u(0.5)$ falls to 0.694. Refusal also alters the edge. An apparent exponent follows from the temperatures at the 10th and 40th sites from the left bath, as $\ln(u_{40}/u_{10})/\ln4$. It is 0.758 with full absorption, close to the limiting value $\mu/2=0.75$, and 0.615 with half of the jumps refused. The values with refusal still depend somewhat on the spacing: with 3199 sites $u(0.5)$ is 0.695, and the exponent between the same two distances from the bath is 0.638. Two sites at finite distance do not fix the limiting exponent of the second case, but they show that the edge law derived here should not be carried over to partly reflecting contacts.

Semiconductor alloy films are a real case to which such a model is applied, because their phonons have a very broad spread of free paths. Indices of roughly 1.7 are used there, so 1.5 exaggerates the departure from a straight line: at $\mu=1.7$ the central gradient is 0.904 of the mean one, and the factor 1.20 quoted at the start becomes 1.11. Real free paths have an upper limit, which gives the jumps a finite mean square length and restores ordinary diffusion in films much thicker than that limit. The model also fails at the thin end: its flux grows as $a^{1-\mu}$ without bound, whereas phonons travel at finite speed, so the flux through a film thinner than most free paths cannot exceed the ballistic value. The power law can describe only a window of thicknesses between these two regimes. Real contacts also scatter or reflect part of the phonons, and they are not half-lines at uniform temperature from which a carrier can leap across the film unhindered. The two modified chains illustrate the first two effects at $\mu=1.5$: a longest jump equal to the half-thickness and the refusal of half of the contact jumps shift the temperature at $x=0.5$ by about $+0.019$ and $-0.019$ of the bath difference in the chain of 799 sites (the second becomes $-0.018$ with 3199 sites). Other limits and other contacts give other shifts. The 38 % share of direct jumps is the number most exposed to the third, since it depends on flights that start and end deep in the baths. A gradient fitted near the contacts of such a film therefore tests the contact model as well as the index. The central part of the profile is not free of this either: since $u(0)=1/2$ by symmetry, the refusal of half of the contact jumps lowers the mean slope between $x=0$ and $x=0.5$ from 0.427 to 0.389 in the chain of 799 sites.
